# Screened remote-charge scattering in silicon when oxide charges move 1 nm deeper

**Question**

I am estimating scattering of electrons in a (100) silicon inversion layer by fixed charges in the oxide. The charges lie 1 nm from the interface, and I want to know what happens to the matrix element on the Fermi surface if they lie at 2 nm instead.

The bare Coulomb potential carries a factor $e^{-qd}$, but the electrons screen it, the subband has a finite thickness, and there are image charges and perhaps a nearby gate. Does the simple exponential survive all this? And which $q$ should I use, given that a Fermi surface allows a whole range of them?

My case is $n=5\times10^{12}\ \mathrm{cm^{-2}}$, with depletion density $N_d=10^{12}\ \mathrm{cm^{-2}}$ and $N_i=10^{11}\ \mathrm{cm^{-2}}$ oxide charges.

**Answer**

A matrix element belongs to a scattering angle, so the change must be given either at a stated angle or as a stated average. I first find the element at fixed $q$, then go round the Fermi circle.

**Model and conventions**

Silicon fills $z>0$, oxide fills $-t<z<0$, and an ideal metal gate is at $z=-t$. One charge $+e$ sits at $z=-d$. I take zero temperature, one occupied subband, an infinite oxide barrier, a wide depletion layer, and static linear response without exchange or correlation. The density $n$ is held fixed, so the gate bias is readjusted when the charges move.

Permittivities $\epsilon_s=11.7$ and $\epsilon_{ox}=3.9$ are relative, and $C=e^2/\epsilon_0=18.0951$ eV nm. The in-plane mass is $m=0.19\,m_0$ and the normal mass is $m_z=0.916\,m_0$. The electron's energy near a positive charge is negative; I write $U$ for its magnitude.

**The bare potential**

At in-plane wave number $q$, Poisson's equation away from the charge is $V''=q^2V$. In silicon the decaying solution is $V=Be^{-qz}$. Continuity of $V$ and of $\epsilon V'$ at $z=0$ gives, for $-d<z<0$,

$$V=B\left[\cosh qz-\frac{\epsilon_s}{\epsilon_{ox}}\sinh qz\right].$$

Between gate and charge, $V$ vanishes at the gate, so $V=V(-d)\,\sinh q(z+t)/\sinh q(t-d)$. The charge makes the slope jump:

$$\epsilon_{ox}\left[V'(-d^-)-V'(-d^+)\right]=C.$$

Inserting both solutions,

$$\epsilon_{ox}qB\Big\{\Big[\cosh qd+\frac{\epsilon_s}{\epsilon_{ox}}\sinh qd\Big]\coth q(t-d)+\sinh qd+\frac{\epsilon_s}{\epsilon_{ox}}\cosh qd\Big\}=C.$$

Multiply by $\sinh q(t-d)$. The addition theorems turn the terms without $\epsilon_s$ into $\cosh qt$ and those with it into $\sinh qt$. Hence

$$B=\frac{C\,\sinh q(t-d)}{q\,[\epsilon_{ox}\cosh qt+\epsilon_s\sinh qt]}.$$

**Why screening leaves the depth factor alone**

In silicon the bare potential has the shape $e^{-qz}$ whatever the depth $d$; the depth enters only through the prefactor $\sinh q(t-d)$. If the response is linear, conserves $q$, and its induced charge lies in the silicon, multiplying the bare potential by a number multiplies the screened potential by the same number. Moving the charge deeper by $\delta$ therefore gives

$$R(q)=\frac{U(d+\delta)}{U(d)}=\frac{\sinh q(t-d-\delta)}{\sinh q(t-d)}\;\xrightarrow{\,t\to\infty\,}\;e^{-q\delta}.$$

So your exponential survives for a thick oxide. Screening changes the size of $U$, and later the average over angles, but not this ratio at fixed $q$.

**The subband**

Take $\psi=\sqrt{b^3/2}\,z\,e^{-bz/2}$. The energy per electron has three parts.

- Kinetic: $\int\psi'^2dz=b^2/4$, giving $\hbar^2b^2/8m_z$.
- Depletion field: $CN_d\langle z\rangle/\epsilon_s=3CN_d/(\epsilon_sb)$.
- Electron repulsion: with $S(z)=\int_z^\infty\psi^2dz'=e^{-x}(1+x+x^2/2)$ and $x=bz$, the mean Hartree potential is $(Cn/\epsilon_s)\int S^2dz=33Cn/(16\epsilon_sb)$. Half of it enters the total energy, since each pair counts once.

Setting the derivative with respect to $b$ to zero,

$$\frac{\hbar^2b}{4m_z}=\frac{3C}{\epsilon_sb^2}\Big(N_d+\frac{11}{32}n\Big)\;\Rightarrow\; b^3=\frac{12m_zC}{\epsilon_s\hbar^2}\Big(N_d+\frac{11}{32}n\Big).$$

With $\hbar^2/m_0=0.07620$ eV nm²,

$$b^3=\frac{12(0.916)(18.0951)(0.01+0.01719)}{11.7(0.07620)}\ \mathrm{nm^{-3}},\qquad b=1.824\ \mathrm{nm^{-1}}.$$

The mean electron depth is $3/b=1.645$ nm. Averaging $e^{-qz}$ over $\psi^2$ gives

$$P=\frac{b^3}{2}\int_0^\infty z^2e^{-(b+q)z}dz=\Big(\frac{b}{b+q}\Big)^3,\qquad U_0=BP.$$

**The screening**

Let $v(q)$ be the repulsion between two electrons in this subband. For a source at $z'>0$, the potential in silicon is

$$\frac{C}{2\epsilon_sq}\left[e^{-q|z-z'|}+r\,e^{-q(z+z')}\right].$$

Just inside silicon, $\epsilon_sV'/V=\epsilon_sq(1-r)/(1+r)$. In the oxide $V\propto\sinh q(z+t)$, so the same quantity is $\epsilon_{ox}q\coth qt$. Equating them,

$$r=\frac{\epsilon_s-\epsilon_{ox}\coth qt}{\epsilon_s+\epsilon_{ox}\coth qt}.$$

The image term averages to $rP^2$. For the direct term, take twice the region $z>z'$ and set $s=b+q$. The inner integral over $z$ is

$$\int_{z'}^\infty\psi^2e^{-qz}dz=\frac{b^3}{2}e^{-sz'}\Big(\frac{z'^2}{s}+\frac{2z'}{s^2}+\frac{2}{s^3}\Big).$$

The remaining exponentials combine to $e^{-2bz'}$, and

$$G=\frac{b^6}{2}\int_0^\infty z'^2e^{-2bz'}\Big(\frac{z'^2}{s}+\frac{2z'}{s^2}+\frac{2}{s^3}\Big)dz'=\frac{3b}{8s}+\frac{3b^2}{8s^2}+\frac{b^3}{4s^3}.$$

On a common denominator,

$$G=\frac{b(8b^2+9bq+3q^2)}{8(b+q)^3},\qquad v=\frac{C}{2\epsilon_sq}(G+rP^2).$$

An attraction of average size $U$ gathers an extra electron density $\Pi U$. Two spins and two valleys give $g=4$. In first-order perturbation theory each occupied state $k$ mixes with $k+q$ and $k-q$. Summed over the Fermi disc, the two contribute equally to the density, so

$$\Pi=2g\,\mathrm{PV}\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{1}{E_{k+q}-E_k}.$$

With $q$ along $x$, $E_{k+q}-E_k=\hbar^2(q^2+2qk_x)/2m$. The $k_y$ integral gives the chord length $2\sqrt{k_F^2-k_x^2}$, and with $x=k_x$,

$$\Pi=\frac{2g}{4\pi^2}\frac{2m}{\hbar^2}\frac1q\,\mathrm{PV}\!\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-x^2}}{x+q/2}\,dx.$$

Put $w=-q/2$ and use $k_F^2-x^2=(k_F^2-w^2)-(x-w)(x+w)$. This leaves $-\int(x+w)\,dx/\sqrt{k_F^2-x^2}=-\pi w$, plus a multiple of $\mathrm{PV}\int dx/[(x-w)\sqrt{k_F^2-x^2}]$. With $x=k_F\cos\varphi$ and $u=\tan(\varphi/2)$, the latter becomes proportional to $\mathrm{PV}\int_0^\infty dy/(1-y^2)$ after rescaling $u$. That vanishes, because $y\to1/y$ maps the part below 1 onto minus the part above. The integral in $\Pi$ is thus $\pi q/2$, and for $q<2k_F$ (and by continuity at $2k_F$)

$$\Pi=\frac{gm}{2\pi\hbar^2}=1.587\ \mathrm{eV^{-1}nm^{-2}}.$$

The gathered density repels an electron by $v\Pi U$, which weakens the attraction. Self-consistency, $U=U_0-v\Pi U$, gives

$$U=\frac{U_0}{1+\Pi v}.$$

**Backscattering in your case**

Filling the Fermi circle gives $n=gk_F^2/4\pi$, so $k_F=\sqrt{\pi(0.05)}=0.3963\ \mathrm{nm^{-1}}$. Elastic scattering through $\theta$ transfers $q=2k_F\sin(\theta/2)$, from zero to $0.7927\ \mathrm{nm^{-1}}$. The Fermi energy is 31.5 meV. In the potential of the trial density above, the gaps to the next subbands of the two ladders are 57.8 and 56.7 meV, consistent with one occupied subband.

For a thick oxide, $B=Ce^{-qd}/[q(\epsilon_s+\epsilon_{ox})]$. At $\theta=180^\circ$ and $d=1$ nm,

$$U_0=\frac{18.0951(0.3387)(0.4526)}{0.7927(15.6)}=0.2243\ \mathrm{eV\,nm^2},$$

$$U=\frac{0.2243}{1.907}=0.1176\ \mathrm{eV\,nm^2}.$$

At $d=2$ nm, $U=0.0532$ eV nm². The ratio is $e^{-0.7927}=0.453$: **the backscattering element falls by 55%, and its square by 80%**. A finite-difference solution of Poisson's equation with the electron response included gives the same two elements to the printed digits. Adding a simple estimate of the response through the excited subband lowers the first element to 0.1101 eV nm², but leaves the ratio at 0.453. That estimate neglects the in-plane kinetic energy in the excitation, so it overstates the reduction.

**Other angles, and the average**

| $\theta$ | $U$, 1 nm (eV nm²) | $U$, 2 nm (eV nm²) | Ratio |
|---|---:|---:|---:|
| 30° | 0.446 | 0.364 | 0.815 |
| 90° | 0.206 | 0.117 | 0.571 |
| 180° | 0.118 | 0.053 | 0.453 |

Forward scattering does not change in the thick-oxide limit. There $U_0$ and $v$ both approach $C/[q(\epsilon_s+\epsilon_{ox})]$, so $U\to1/\Pi=0.630$ eV nm² at either depth.

For momentum relaxation, the golden rule for uncorrelated charges reads

$$\frac1\tau=\frac{2\pi}{\hbar}N_i\int\frac{d^2k'}{(2\pi)^2}U^2(1-\cos\theta)\,\delta(E'-E).$$

Since $k'dk'=m\,dE'/\hbar^2$, and the angles $\theta$ and $2\pi-\theta$ contribute equally,

$$\frac1\tau=\frac{N_im}{\hbar^3}M^2,\qquad M^2=\frac1\pi\int_0^\pi U^2(1-\cos\theta)\,d\theta.$$

This defines an rms transport matrix element $M$. It falls from 0.179 to 0.108 eV nm², a ratio of 0.605. The rate ratio is its square, 0.366, so the mobility limited by these charges alone rises from about $7.6\times10^4$ to $2.1\times10^5\ \mathrm{cm^2/(V\,s)}$. These are not total mobilities: phonons, roughness and other charges are absent.

Screening matters in this average. Without it the rate ratio would be 0.685. The reason is the weight $1-\cos\theta=q^2/2k_F^2$. It cancels the $1/q^2$ in $U_0^2$, so small angles contribute strongly to the bare average. The screened $U$ stays finite as $q\to0$, so its small-angle contribution vanishes as $q^2$. The average then leans towards larger angles, where depth matters more.

**With a gate close by**

For $t=4$ nm the backscattering ratio is 0.437. Forward scattering is now reduced too: as $q\to0$, $\sinh x\to x$ gives

$$R(0)=\frac{t-d-\delta}{t-d}=\frac{4-2}{4-1}=\frac23.$$

The gate's image charge cancels more of the potential as the charge approaches it. The rms ratio becomes 0.529 and the rate ratio 0.280, so the thick-oxide exponential underestimates the benefit here.

**Where this stops holding**

The fixed-$q$ law needs linear response and a laterally uniform layer. It fails if the charges bind electrons at a depth that is not small compared with the Fermi energy, or if the layer breaks into puddles. A bound state alone is not the criterion, since in two dimensions any net attractive potential has one, however shallow. The rates also need the Born approximation. A rough measure of the coupling is $\Pi U/g$, which is largest forwards, at 0.25. This does not make small angles the least secure part: second-order scattering spreads over all angles, so it can matter relatively more for backscattering, where the first-order element is small. The ratio 0.453 is that of the first-order elements; the full backscattering amplitude need not fall by the same factor. At room temperature the thermal energy is comparable with this Fermi energy and nearly half the subband gaps, so higher subbands also hold electrons. The one-subband values of $\Pi$, $U$ and the averages then no longer apply. $R(q)$ still holds at each $q$ within static linear response, because its derivation does not depend on the number of occupied subbands. The remaining values are in the numerical output below.

## Numbers as computed

```
relative permittivity: silicon 11.7, oxide 3.9
masses / m0: in-plane 0.19, normal 0.916, primed normal 0.19
inversion density n = 5.00e+12 cm^-2
depletion density N_d = 1.00e+12 cm^-2
oxide charge density N_i = 1.00e+11 cm^-2
charge depth: 1.0 nm -> 2.0 nm; near gate t = 4.0 nm
e^2/epsilon_0 = 18.0951 eV nm; hbar^2/m0 = 0.07620 eV nm^2
k_F = 0.3963 nm^-1; 2k_F = 0.7927 nm^-1
Fermi energy = 31.50 meV
polarizability Pi = 1.5874 eV^-1 nm^-2
b formula = 1.8237 nm^-1; by minimization = 1.8237 nm^-1
mean electron depth 3/b = 1.645 nm
gap to excited subband = 57.8 meV
gap to primed subband = 56.7 meV
Thick oxide: angle deg, q nm^-1, U start, U end (eV nm^2), ratio, ratio^2
  30 0.2052 0.44631 0.36353 0.8145 0.6634
  60 0.3963 0.29963 0.20158 0.6728 0.4526
  90 0.5605 0.20551 0.11733 0.5709 0.3260
 120 0.6865 0.15213 0.07657 0.5034 0.2534
 180 0.7927 0.11764 0.05325 0.4526 0.2049
Backscattering, thick oxide:
form factor P = 0.3387
bare U: start 0.22432, end 0.10153 eV nm^2
dielectric factor 1 + Pi v = 1.9069
Poisson solution: start 0.11764, end 0.05325 eV nm^2
with intersubband response: start U 0.11011 eV nm^2, ratio 0.4526
forward limit of U = 0.6300 eV nm^2
Born parameter Pi U/g: forward 0.250, back 0.0467
thick oxide: rms transport U start 0.17892, end 0.10820 eV nm^2
thick oxide: rms ratio 0.6047, rate ratio 0.3657
thick oxide: rate start 1.213e+11, end 4.435e+10 s^-1
thick oxide: mobility start 76330, end 208744 cm^2/(V s)
near gate: rms transport U start 0.17044, end 0.09014 eV nm^2
near gate: rms ratio 0.5289, rate ratio 0.2797
near gate: rate start 1.100e+11, end 3.078e+10 s^-1
near gate: mobility start 84119, end 300723 cm^2/(V s)
thick oxide, screening omitted: rate ratio 0.6852
near gate, backscattering: U start 0.11674, end 0.05106 eV nm^2, ratio 0.4374
near gate, forward ratio from Poisson solution = 0.6667
```
